# Picture-Change Error in Hydrogenic 1s Expectation Values under Exact Decoupling

**Q.** An exactly decoupled two-component Hamiltonian reproduces the Dirac 1s energy. I take its normalized eigenfunction $\phi$ and evaluate $\langle\phi|r^k|\phi\rangle$, or the first-order shift of a core level in an added potential. If the energy is exact, the function is exact. What can go wrong?

**A.** The function is exact, but in a rotated representation, and the operator has to be rotated with it. Take one electron and a point nucleus of charge $Z$, in Hartree units with $c=1/\alpha$. With the rest energy removed and $V=-Z/r$,

$$(V-E)\psi_L+c\,\sigma\!\cdot\! p\,\psi_S=0,\qquad c\,\sigma\!\cdot\! p\,\psi_L+(V-2c^2-E)\psi_S=0 .$$

Define $X$ by $\psi_S=X\psi_L$ for all states of the positive-energy branch, and set $R=(1+X^\dagger X)^{-1/2}$, $R'=(1+XX^\dagger)^{-1/2}$,

$$U=\begin{pmatrix}R&-X^\dagger R'\\ XR&R'\end{pmatrix}.$$

The blocks of $U^\dagger U$ are $R(1+X^\dagger X)R=1$, $R'(XX^\dagger+1)R'=1$ and $-RX^\dagger R'+RX^\dagger R'=0$. The first column of $U$ sends $\phi$ to $(R\phi,XR\phi)$, in the positive branch. The second column spans the orthogonal complement, which a Hermitian $H$ also leaves invariant. So $U^\dagger HU$ is block-diagonal with the Dirac energies; this is the X2C decoupling. For a multiplicative operator $O$, inserting $\psi_L=R\phi$ and $\psi_S=XR\phi$ gives

$$\langle\psi|O|\psi\rangle=\langle\phi|R\,(O+X^\dagger OX)\,R|\phi\rangle .$$

You replace the whole operator between $\langle\phi|$ and $|\phi\rangle$, factors $R$ included, by $O$. For $O=r^k$ call the relative error $\delta_k=\langle\phi|r^k|\phi\rangle/\langle\psi|r^k|\psi\rangle-1$.

**Q.** But $X$ is of order $1/c$. How large is $\delta_k$?

**A.** Put $r\to r/Z$. Then $p\to Zp$ and $H$ becomes $Z^2$ times the Hamiltonian with unit charge and $c\to c/Z$. So $\delta_k$ depends on $\zeta=Z\alpha$ alone, and I use scaled units $V=-1/r$, $c=1/\zeta$.

Where $|E-V|\ll c^2$, the second equation gives $X\approx\sigma\!\cdot\! p/2c$. Then $X^\dagger X=p^2/4c^2$, $R\approx1-p^2/8c^2$, and to order $c^{-2}$

$$R(O+X^\dagger OX)R=O+\frac1{4c^2}\Big[\sigma\!\cdot\! p\,O\,\sigma\!\cdot\! p-\tfrac12(p^2O+Op^2)\Big].$$

With $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijl}\sigma_l$, the first term is $p\!\cdot\! Op+i\epsilon_{ijl}\sigma_l\,p_iOp_j$. In the second piece $p_iO=-i\partial_iO+Op_i$, and $\epsilon_{ijl}p_ip_j=0$, which leaves $\sigma\!\cdot\!(\nabla O\times p)$. The rest is $p\!\cdot\! Op-\frac12(p^2O+Op^2)=-\frac12\sum_i[p_i,[p_i,O]]=+\frac12\nabla^2O$, since each commutator brings $-i\partial_i$. The correct operator is

$$O+\frac{\nabla^2O}{8c^2}+\frac{\sigma\!\cdot\!(\nabla O\times p)}{4c^2}.$$

For spherical $O$ the last term is $O'(r)\,\sigma\!\cdot\! L/(4c^2r)$ and vanishes on an s state. For $O=V$ the middle term is the Darwin term, so you are dropping the analogue of a term you keep in the Hamiltonian.

To avoid delta functions, let the derivatives act on the state. With $\phi=R^{-1}\psi_L\approx\psi_L-\nabla^2\psi_L/8c^2$, $|\psi_S|^2\approx|\nabla\psi_L|^2/4c^2$ for an s function, and $\psi_L\to\psi_0=e^{-r}/\sqrt\pi$ in terms already of order $c^{-2}$,

$$\Delta=\langle\phi|O|\phi\rangle-\langle\psi|O|\psi\rangle=\frac{\zeta^2}{4}\int O\,\big(-\psi_0\nabla^2\psi_0-|\nabla\psi_0|^2\big)d^3r=-\frac{\zeta^2}{8}\int O\,\nabla^2\rho\,d^3r ,$$

because $\nabla^2\rho=2\psi_0\nabla^2\psi_0+2|\nabla\psi_0|^2$ for $\rho=\psi_0^2$. Here $\nabla^2\rho=\rho''+2\rho'/r=(4-4/r)\rho$. With $\int_0^\infty r^{m}e^{-2r}dr=\Gamma(m+1)/2^{m+1}$ and $\Gamma(k+3)=(k+2)\Gamma(k+2)$,

$$\int r^k\nabla^2\rho\,d^3r=16\Big[\frac{\Gamma(k+3)}{2^{k+3}}-\frac{\Gamma(k+2)}{2^{k+2}}\Big]=\frac{16\,\Gamma(k+2)}{2^{k+3}}\,(k+2-2)=\frac{2k\,\Gamma(k+2)}{2^k},$$

which converges for $k>-2$. Dividing by $\langle r^k\rangle_0=4\Gamma(k+3)/2^{k+3}=\Gamma(k+3)/2^{k+1}$ gives $4k/(k+2)$, hence

$$\delta_k=-\frac{k}{2(k+2)}\,(Z\alpha)^2+\text{remainder},\qquad k>-2 .$$

The coefficients are $+\frac12,-\frac16,-\frac14$ for $k=-1,1,2$, and zero for $k=0$, as normalization requires. The signs say that $|\phi|^2$ is more compact than the Dirac density. The law concerns the relative error; since $\langle r^k\rangle\propto Z^{-k}$, the absolute error scales as $\alpha^2Z^{2-k}$ at this order.

**Q.** Then it is a small correction to a correction.

**A.** It is of the same order as the relativistic correction itself. Try $\psi_L=g\chi$, $\psi_S=i\eta\,\sigma\!\cdot\!\hat r\,g\chi$, with $\chi$ a constant spinor and $g\propto r^{\gamma-1}e^{-r}$, so $g'/g=(\gamma-1)/r-1$. Use $\sigma\!\cdot\! p\,g=-i\sigma\!\cdot\!\hat r\,g'$ and $\sigma\!\cdot\! p\,(i\sigma\!\cdot\!\hat r\,g)=g'+2g/r$, the curl of $\hat rg$ being zero. The $1/r$ and constant terms of the first equation give $c\eta(\gamma+1)=1$ and $E=-c\eta$; those of the second give $\eta=c(1-\gamma)$ and $\eta(2c^2+E)=c$. The two $1/r$ conditions yield $c^2(1-\gamma^2)=1$, so $\gamma=\sqrt{1-\zeta^2}$ and $E=c^2(\gamma-1)$, and the last condition holds since $c(1-\gamma)\,c^2(1+\gamma)=c$. The density is proportional to $r^{2\gamma-2}e^{-2r}$, so

$$\langle\psi|r^k|\psi\rangle=\frac{\Gamma(2\gamma+1+k)}{\Gamma(2\gamma+1)\,2^k},\qquad\langle 1/r\rangle=\frac1\gamma .$$

Since $2\gamma\approx2-\zeta^2$, the relative shift from the nonrelativistic value is $-\zeta^2[\Psi(3+k)-\Psi(3)]$, with $\Psi=\Gamma'/\Gamma$ and $\Psi(x+1)=\Psi(x)+1/x$. That is $+\frac12\zeta^2$, $-\frac13\zeta^2$ and $-(\frac13+\frac14)\zeta^2=-\frac7{12}\zeta^2$ for $k=-1,1,2$. At leading order your error is therefore $1$, $\frac12$ and $\frac37$ of the true shift, with the same sign. For $1/r$ you double the relativistic effect in the limit of small $\zeta$.

**Q.** Is the remainder simply of order $\zeta^4$?

**A.** Not for $k<0$. The expansion in $p/c$ fails at $p\sim c$, or $r\sim\zeta$, and that region can be treated to first order in $V$. Use $f(p)=\int e^{-ip\cdot r}f\,d^3r$, $H_0=c\,\boldsymbol\alpha\!\cdot\! p+\beta c^2$ with the Dirac matrices and the rest energy restored, $H_0^2=E_p^2=c^4+c^2p^2$, and

$$t=p/c,\qquad e=E_p/c^2=\sqrt{1+t^2},\qquad A=\sqrt{(e+1)/2e}.$$

For $p\gg1$, $V$ scatters the slow state, an upper spinor $u$, so $(V\psi)(p)\approx-(4\pi/p^2)\psi_0(0)u$. Neglecting the binding energy against $c^2$, $\psi=(c^2-H_0)^{-1}V\psi=-(c^2+H_0)V\psi/(c^2p^2)$. Since $(c^2+H_0)u=(2c^2,\,c\,\sigma\!\cdot\! p)u$,

$$\psi_L=8\pi\psi_0(0)/p^4,\qquad\psi_S=(\sigma\!\cdot\! p/2c)\,\psi_L .$$

The positive-branch projector is $U\,\mathrm{diag}(1,0)\,U^\dagger$, whose upper block is $R^2$. For $V=0$, $\Lambda_\pm=\frac12(1\pm H_0/E_p)$ have upper blocks $A^2$ and $1-A^2$. In first order a positive state acquires negative ones with denominator $E_p+E_{p'}$, and mixing within a branch leaves the projector unchanged:

$$\Lambda_1(p,p')=\frac{\Lambda_+(p)V\Lambda_-(p')+\Lambda_-(p)V\Lambda_+(p')}{E_p+E_{p'}} .$$

At $p'=0$, $\Lambda_-u=0$ and $\Lambda_+u=u$, so the upper block is $(1-A^2)V/(E_p+c^2)$. Writing $R=A+R_1$, the condition $AR_1+R_1A=\Lambda_1$ with $A(0)=1$ gives $R_1(p,0)=(1-A)V/(E_p+c^2)$, and $R^{-1}=A^{-1}-A^{-1}R_1A^{-1}$. Thus

$$\phi=\frac{\psi_L}{A}+\frac{1-A}{A}\,\frac{4\pi\psi_0(0)}{p^2c^2(e+1)}=F\psi_L,\qquad F_{\rm X2C}=\frac1A\Big[1+\frac{(1-A)(e-1)}2\Big],$$

using $t^2=(e-1)(e+1)$.

Any further unitary within the positive block also decouples, so $\phi$ is not unique. In the two-step scheme of BSS type, one applies the free-particle $U_0$ first, with $X_0=c\,\sigma\!\cdot\! p/(E_p+c^2)$ and $R_0=A$, and decouples the result in the X2C manner. The second $X$ is of order $V$, so its $R$ is $1+O(V^2)$, and $\phi=A(\psi_L+X_0^\dagger\psi_S)$ gives $F_{\rm two}=A[1+t^2/2(e+1)]=A(e+1)/2$. For small $t$, $1/A^2=1+(e-1)/(e+1)\approx1+t^2/4$, so $F_{\rm X2C}\approx1+t^2/8$ and $F_{\rm two}\approx(1-t^2/8)(1+t^2/4)\approx1+t^2/8$. The leading law is common to both schemes.

The new contribution is the cross term $2\langle\psi_0|r^k|\phi-\psi_L\rangle$ with the $t^2/8$ part removed, since that part is already counted. At large $p$, $(r^k\psi_0)(p)\approx\psi_0(0)C_kp^{-k-3}$. For $-3<k<0$, writing $r^k=\Gamma(-k/2)^{-1}\int_0^\infty s^{-k/2-1}e^{-sr^2}ds$, transforming the Gaussian to $(\pi/s)^{3/2}e^{-p^2/4s}$ and substituting $s\to p^2/4s$ gives $C_k=2^{k+3}\pi^{3/2}\Gamma(\frac{k+3}2)/\Gamma(-\frac k2)$, with $C_{-1}=4\pi$. The prefactor is $2\cdot\frac1\pi\cdot8\pi\cdot4\pi/(2\pi)^3=8/\pi^2$, the power is $p^{2-(k+3)-4}$, and $p=t/\zeta$ produces $\zeta^{k+4}$. Dividing by $\langle r^k\rangle_0$, the term in $\delta_k$ is $b_k\zeta^{k+4}$ with

$$b_k=\frac{8}{\pi^2}\,C_k\,\frac{2^{k+1}}{\Gamma(k+3)}\int_0^\infty\Big(F-1-\frac{t^2}8\Big)t^{-k-5}\,dt .$$

$F$ is a series in $t^2$, so the bracket starts at $t^4$ and the lower limit needs $k<0$; at large $t$, $F\propto t$, the $t^2$ term dominates and the upper limit needs $k>-2$. By power counting the competitors are smaller there. The next regular term is $\zeta^4$, and the term quadratic in $\phi-\psi_L\sim\zeta$ over $r\lesssim\zeta$ is $\zeta^2\zeta^{k+3}$ (the difference grows logarithmically at $r\ll\zeta$, which is integrable and leaves the power unchanged). For $k=-1$ these coincide and carry a logarithm: for $\zeta<r<1$, $\phi-\psi_L\propto\zeta^2/r$, and $\int r\,dr\,\zeta^4/r^2\sim\zeta^4\ln(1/\zeta)$. This is one source of the logarithm among several at that order, so it fixes neither the size nor the sign of the net coefficient, which depends on the scheme. For $k>0$, $k+4>4$ and the same counting gives a remainder $O(\zeta^4)$.

Numerical quadrature gives $b_{-1}=-0.964$ (X2C) and $-0.522$ (two-step), and $b_{-3/2}=-1.849$ and $-1.389$. For $1/r$ the remainder is cubic, negative in both schemes, and scheme-dependent in size.

**Q.** What happens at $k=-2$?

**A.** The law fails. The $-4\rho/r$ term gives $\Delta=-\frac{\zeta^2}8(-16)\int e^{-2r}dr/r$. The divergence comes from the growth $F-1\approx t^2/8$, which gives way to $F\propto t$ beyond $t\sim1$, so the integral is cut at $r\sim\zeta$ and equals $\ln(1/\zeta)+O(1)$. With $\langle r^{-2}\rangle_0=2$, $\delta_{-2}=\zeta^2\ln(1/\zeta)+O(\zeta^2)$.

**Q.** These are expansions. What does the decoupling give at finite $\zeta$?

**A.** Diagonalize the Dirac matrix in 62 Gaussians $e^{-ar^2}$, $a=0.01\times1.7^i$ with $i=0,\dots,61$ in scaled units, with $\sigma\!\cdot\! p\,e^{-ar^2}$ for the small component (kinetic balance) and both sets orthonormalized. With $C_L,C_S$ the blocks of the positive-branch eigenvectors, $X=C_SC_L^{-1}$, and $R$ and $\phi$ follow as defined.

At $\zeta=0.004$, X2C gives $\delta_k/\zeta^2=+0.4962,-0.1667,-0.2500$ for $k=-1,1,2$. Fitting $(\delta_{-1}/\zeta^2-\frac12)/\zeta$ at $\zeta=0.004,0.008,0.016$ to $b+\zeta(d_1+d_2\ln\zeta)$ gives $b=-0.964$ and $-0.522$ in the two schemes. Fitting $\delta_{-2}/\zeta^2$ at the same points to $s\ln(1/\zeta)+d_0+d_1\zeta$ gives $s=1.000$ and $1.001$.

For hydrogen-like ions, $\zeta=Z/137.036$ is $0.05108$ for N$^{6+}$, $0.25541$ for Br$^{34+}$ and $0.36487$ for Sn$^{49+}$. The errors are relative to the Dirac value.

| ion | $k$ | X2C | two-step | leading law |
|---|---|---|---|---|
| N$^{6+}$ | $-1$ | $+0.001198$ | $+0.001240$ | $+0.001305$ |
| | $1$ | $-0.000434$ | $-0.000435$ | $-0.000435$ |
| | $2$ | $-0.000652$ | $-0.000652$ | $-0.000652$ |
| Br$^{34+}$ | $-1$ | $+0.0242$ | $+0.0267$ | $+0.0326$ |
| | $1$ | $-0.0105$ | $-0.0108$ | $-0.0109$ |
| | $2$ | $-0.0161$ | $-0.0164$ | $-0.0163$ |
| Sn$^{49+}$ | $-1$ | $+0.0465$ | $+0.0519$ | $+0.0666$ |
| | $1$ | $-0.0210$ | $-0.0220$ | $-0.0222$ |
| | $2$ | $-0.0327$ | $-0.0337$ | $-0.0333$ |

Take tin and $1/r$, in bohr$^{-1}$. The nonrelativistic value is $50$, the Dirac value $Z/\gamma=50/0.93106=53.702$, the untransformed X2C value $56.199$. The error is $56.199-53.702=2.497$, so $\delta_{-1}=2.497/53.702=0.0465$, and it is $2.497/3.702=0.674$ of the true relativistic shift. The same fraction is $0.917$ for nitrogen and $0.728$ for bromine, below the limit $1$.

The law gives $0.13313/2=0.0666$ and overestimates. For nitrogen the cubic term helps: $0.001305-0.000129=0.001176$, against $0.001198$. For tin it overshoots: $-0.9642\times0.36487^3=-0.0468$ leaves about $0.020$, against $0.0465$, so for X2C the series cut after two terms is worse than the law alone at this $Z$. The exponent $\ln(\delta_b/\delta_a)/\ln(Z_b/Z_a)$ of the X2C $\delta_{-1}$ is $1.87$ from N to Br and $1.84$ from Br to Sn. The square law is the small-$\zeta$ limit. In the table it is a close guide for $k=1,2$ and gives the sign and rough size for $k=-1$.

**Q.** What does that cost for a core level, in energy?

**A.** At leading order it depends on $\nabla^2$ of the perturbation at the core. A potential $+1/r$, one unit of screening charge at the nucleus, shifts the 1s level in first order by $\langle1/r\rangle$. The untransformed X2C shift is too large by $0.00839$ hartree ($0.228$ eV) for N$^{6+}$, $0.874$ hartree ($23.8$ eV) for Br$^{34+}$ and $2.497$ hartree ($67.9$ eV) for Sn$^{49+}$, whose level lies at $-1294.6$ hartree.

Now take a uniform electron density $n$ around the nucleus, with the model value $n=1$ bohr$^{-3}$. Poisson's equation for the electron's potential energy is $\nabla^2\delta V=-4\pi n$, and $\nabla^2r^2=6$, so $\delta V=-\frac{2\pi}3nr^2$ up to a constant, which carries no error. At leading order the error in $\langle r^2\rangle$ is $-6/8c^2=-3.99\times10^{-5}$ bohr$^2$, independent of $Z$, and that in the shift is $\pi n/2c^2=8.36\times10^{-5}$ hartree. The matrix calculation for tin gives $-3.614\times10^{-5}$ bohr$^2$, and $-\frac{2\pi}3\times(-3.614\times10^{-5})=7.57\times10^{-5}$ hartree, or $2.06$ meV; nitrogen gives $2.27$ meV. For a non-uniform density the same formula gives $\pi\langle n\rangle/2c^2$, with $n(r)$ averaged over the 1s density, not taken at the nucleus. A valence s density falls steeply across the 1s region, and in exchange-only LDA atoms this average is about a tenth of $n(0)$: roughly $1$, $4$ and $3$ bohr$^{-3}$ for the outer $s^2$ shell of N, Br and Sn, for an error of about $2$, $11$ and $8$ meV in the 1s shift. For such a smooth perturbation your practice costs far less in absolute energy than for $1/r$, although the error is still $0.38$ of the relativistic shift of $\langle r^2\rangle$ in tin. Apart from the valence-shell estimate, these numbers belong to the one-electron, point-nucleus model; a finite nucleus lowers the $67.9$ eV for tin by about $0.1$ eV.

**Q.** If I differentiate the two-component energy instead, do I get the wrong number too?

**A.** Not if the decoupling is redone with the perturbation included, for then the eigenvalue is the Dirac one at each strength. In unscaled units $E=c^2(\sqrt{1-Z^2/c^2}-1)$, so $-dE/dZ=Z/\gamma$, which is the Dirac $\langle1/r\rangle$, as the Hellmann–Feynman theorem demands for $\partial H/\partial Z=-1/r$. A central difference with the charge changed by $\pm0.2\%$ and $X$, $R$ rebuilt each time gives $53.702$ bohr$^{-1}$ for tin. Adding the bare $1/r$ to a two-component Hamiltonian already decoupled gives, by the same theorem applied to $\phi$, the value $56.199$.
